**Finite-nucleus shifts in lead: direct Dirac solution against point-nucleus first order**

The program shows that first-order perturbation theory with point-nucleus Dirac functions overestimates the finite-size energy of s electrons in lead. Here $Z$ is the nuclear charge, $R$ the radius of a uniformly charged sphere, $\zeta=Z/c$ in atomic units, and $K_1$ and $K$ are the first-order and full coefficients of the small-radius shift. It asserts that the directly computed shifts satisfy an exact integral identity and that the ratio of first-order to direct shift agrees with $K_1/K$ within stated tolerances. The identity is tested for the 1s level of the one-electron lead ion and for a 6s level in a fixed screened potential; the ratio is tested for these two levels, for a radius ten times smaller and for $Z=30$. For the 1s level the output gives 67.3 eV directly and 87.5 eV in first order, an overestimate of 30%. At one tenth of the radius the overestimate is still 29%, close to the limiting value. For two nearby radii, first order from a finite-nucleus orbital reproduces the direct 1s difference to 0.3%, while the point-nucleus orbital gives a value 31% too large.

## Verification by program

```python
"""
Result under test: for an s electron and a nucleus of charge Z and radius R,
first-order perturbation theory with point-nucleus Dirac functions gives a
finite-size energy that is too large by a factor K1/K. For small R this factor
depends on zeta = Z/c and on the shape of the nuclear charge, but not on R.
Atomic units inside; E excludes the rest energy; P and Q are the large and
small radial functions; gamma = sqrt(1 - zeta^2). A nuclear radius of 0 means
a point nucleus. The finite nucleus is a uniformly charged sphere.
Direct eigenvalues come from two-sided integration of the Dirac equation.
"""
from collections import namedtuple
from math import exp, gamma as gamma_function, log, sqrt, tan
import numpy as np
from scipy.constants import fine_structure, physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

c = 1 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

rms_large, rms_small = 5.5e-5, 5.4e-5       # angstrom, model parameters
screen_angstrom = 0.2                     # angstrom, model parameter
R_LARGE = sqrt(5 / 3) * rms_large / ANGSTROM
R_SMALL = sqrt(5 / 3) * rms_small / ANGSTROM
R_START = 1e-6 * R_LARGE

# screen = None: one-electron ion; otherwise the length of a fixed screening
Case = namedtuple("Case", "Z r_match r_max screen")
ion = Case(82, 1 / 82, 35 / 82, None)
light = Case(30, 1 / 30, 35 / 30, None)
atom = Case(82, 2.0, 40.0, screen_angstrom / ANGSTROM)


def potential(r, R, case):
    if r < R:
        v = -case.Z * (3 - (r / R) ** 2) / (2 * R)
    else:
        v = -case.Z / r
    if case.screen is not None:
        d = case.screen
        v += (case.Z - 1) * (r + 2 * d) / (r + d) ** 2
    return v


def dirac_rhs(s, y, E, R, case):
    """Radial Dirac equations for kappa = -1 in the variable s = ln r."""
    r = exp(s)
    kinetic = E - potential(r, R, case)
    p, q = y
    return (p + r * (kinetic + 2 * c * c) / c * q, -q - r * kinetic / c * p)


def integrate(r_from, r_to, y, E, R, case, dense):
    return solve_ivp(dirac_rhs, (log(r_from), log(r_to)), y, method="DOP853",
                     rtol=1e-12, atol=1e-14, args=(E, R, case),
                     dense_output=dense)


def outward(E, R, case, r_end, dense=False):
    if R == 0:
        zeta = case.Z / c
        ratio = (sqrt(1 - zeta ** 2) - 1) / zeta
    else:
        ratio = -(E - potential(R_START, R, case)) * R_START / (3 * c)
    surface = R if R > 0 else R_LARGE
    first = integrate(R_START, surface, [1.0, ratio], E, R, case, dense)
    second = integrate(surface, r_end, first.y[:, -1], E, R, case, dense)
    return first, second


def inward(E, R, case, dense=False):
    decay = sqrt(-E * (2 * c * c + E)) / c
    start = [1.0, -decay * c / (2 * c * c + E)]
    return integrate(case.r_max, case.r_match, start, E, R, case, dense)


def mismatch(E, R, case):
    po, qo = outward(E, R, case, case.r_match)[1].y[:, -1]
    pi, qi = inward(E, R, case).y[:, -1]
    return (po * qi - qo * pi) / (np.hypot(po, qo) * np.hypot(pi, qi))


def level(low, high, R, case):
    return brentq(mismatch, low, high, args=(R, case), xtol=1e-13, rtol=1e-15)


def sign_changes(values):
    return int(np.sum(values[1:] * values[:-1] < 0))


def bracket_by_nodes(case, nodes):
    """Energies between which exactly the level with this node number lies."""
    def count(E):
        legs = outward(E, 0, case, case.r_max)
        return sign_changes(np.concatenate([leg.y[0] for leg in legs]))
    low, high = -5.0, -0.05
    n_low, n_high = count(low), count(high)
    assert n_low <= nodes < n_high
    while (n_low, n_high) != (nodes, nodes + 1):
        middle = -sqrt(low * high)
        n = count(middle)
        if n <= nodes:
            low, n_low = middle, n
        else:
            high, n_high = middle, n
    return low, high


GAUSS_X, GAUSS_W = np.polynomial.legendre.leggauss(12)


def panels(edges):
    edges = np.asarray(edges)
    middle = (edges[1:] + edges[:-1]) / 2
    half = (edges[1:] - edges[:-1]) / 2
    return ((middle[:, None] + half[:, None] * GAUSS_X).ravel(),
            (half[:, None] * GAUSS_W).ravel())


def quadrature(case):
    inner = panels(np.append(np.linspace(log(R_START), log(R_SMALL), 13),
                             log(R_LARGE)))
    middle = panels(np.linspace(log(R_LARGE), log(case.r_match), 41))
    outer = panels(np.linspace(log(case.r_match), log(case.r_max), 41))
    s = [inner[0], middle[0], outer[0]]
    r = np.exp(np.concatenate(s))
    return s, r, r * np.concatenate([inner[1], middle[1], outer[1]])


def orbital(E, R, case):
    """Normalized (P, Q) on the quadrature nodes and as a function inside."""
    s, r, weight = quadrature(case)
    first, second = outward(E, R, case, case.r_match, True)
    tail = inward(E, R, case, True)
    yo, yi = second.y[:, -1], tail.y[:, -1]
    scale = (yo @ yi) / (yi @ yi)
    y = np.hstack([first.sol(s[0]), second.sol(s[1]), scale * tail.sol(s[2])])
    norm = sqrt(np.sum(weight * np.sum(y ** 2, axis=0)))
    return y / norm, lambda radius: first.sol(log(radius)) / norm


def size_potential(r, R, Z):
    """Finite-nucleus potential minus point-nucleus potential."""
    return np.where(r < R, Z / r - Z * (3 - (r / R) ** 2) / (2 * R), 0.0)


def expectation(y_left, y_right, operator, case):
    weight = quadrature(case)[2]
    return np.sum(weight * operator * np.sum(y_left * y_right, axis=0))


def first_order_1s(R, Z):
    """First-order energy from the analytic point-nucleus 1s density."""
    g = sqrt(1 - (Z / c) ** 2)
    prefactor = (2 * Z) ** (2 * g + 1) / gamma_function(2 * g + 1)

    def integrand(x):
        shape = 1 / x - (3 - x * x) / 2
        return x ** (2 * g) * exp(-2 * Z * R * x) * shape
    return prefactor * Z * R ** (2 * g) * quad(integrand, 0, 1, epsabs=1e-12,
                                             epsrel=1e-10)[0]


def sommerfeld_1s(Z):
    return c * c * (sqrt(1 - (Z / c) ** 2) - 1)


# Small-radius theory: the interior problem in x = r/R contains no R.
def sphere(x):
    return (3 - x * x) / 2


def shell(x):
    return 1.0


def surface_ratio(zeta, shape, t=1.0):
    """Q/P at the surface; t scales the finite-size perturbation."""
    def rhs(s, y):
        x = exp(s)
        strength = (1 - t) + t * x * shape(x)
        return [-2 * y[0] - zeta * strength * (1 + y[0] ** 2)]
    return solve_ivp(rhs, (-25, 0), [0.0], method="DOP853", rtol=1e-12,
                     atol=1e-15).y[0, -1]


def full_K(zeta, shape, t=1.0):
    g = sqrt(1 - zeta ** 2)
    regular, irregular = (g - 1) / zeta, -(g + 1) / zeta
    eta = surface_ratio(zeta, shape, t)
    b = (eta - regular) / (irregular - eta)
    return -2 * g * b / zeta ** 2


def first_K(zeta, shape):
    g = sqrt(1 - zeta ** 2)
    integral = quad(lambda x: x ** (2 * g) * (1 / x - shape(x)), 0, 1,
                    epsabs=1e-12, epsrel=1e-10)[0]
    return (1 + ((g - 1) / zeta) ** 2) * integral


def limit_factor(Z, shape=sphere):
    return first_K(Z / c, shape) / full_K(Z / c, shape)


zeta = ion.Z / c
g = sqrt(1 - zeta ** 2)
q_regular = (g - 1) / zeta
K1, K = first_K(zeta, sphere), full_K(zeta, sphere)
K1_closed = 3 * (1 + q_regular ** 2) / (2 * g * (2 * g + 1) * (2 * g + 3))
assert abs(K1 / K1_closed - 1) < 1e-8
eta_shell = surface_ratio(zeta, shell)
assert abs(eta_shell - (1 / tan(zeta) - 1 / zeta)) < 1e-9
h = 0.01
K_plus, K_minus = full_K(zeta, sphere, h), full_K(zeta, sphere, -h)
slope = (K_plus - K_minus) / (2 * h)
K2 = (K_plus + K_minus) / (2 * h * h)
assert abs(slope / K1 - 1) < 1e-3          # finite-difference error of order h^2
assert K2 < 0
assert abs(limit_factor(1) - 1) < 1e-3
factor_limit = limit_factor(82)

# One-electron lead ion, 1s
E_formula = sommerfeld_1s(82)
E_point = level(1.01 * E_formula, 0.99 * E_formula, 0, ion)
assert abs(E_point / E_formula - 1) < 1e-9
point, point_inside = orbital(E_point, 0, ion)
r_ion = quadrature(ion)[1]
dV_large = size_potential(r_ion, R_LARGE, 82)
dV_small = size_potential(r_ion, R_SMALL, 82)
first_large = expectation(point, point, dV_large, ion)
first_small = expectation(point, point, dV_small, ion)
assert abs(first_large / first_order_1s(R_LARGE, 82) - 1) < 1e-6
E_large = level(E_point, E_point + 2 * first_large, R_LARGE, ion)
E_small = level(E_point, E_point + 2 * first_small, R_SMALL, ion)
shift = E_large - E_point
factor = first_large / shift
finite, finite_inside = orbital(E_large, R_LARGE, ion)
overlap = expectation(point, finite, 1.0, ion)
identity = expectation(point, finite, dV_large, ion) / overlap
assert abs(identity / shift - 1) < 1e-5
inside = r_ion < R_LARGE
density_ratio = np.sum(finite ** 2, axis=0) / np.sum(point ** 2, axis=0)
assert np.all(density_ratio[inside] < 1)
assert factor > 1.1 and abs(factor / factor_limit - 1) < 0.02

# Leading small-radius formula and a radius ten times smaller
a0_squared = ((2 * 82) ** (2 * g + 1) / gamma_function(2 * g + 1)
              / (1 + q_regular ** 2))
leading = 82 * a0_squared * R_LARGE ** (2 * g) * K
assert abs(leading / shift - 1) < 0.05     # neglected terms of order c*R
first_tenth = first_order_1s(R_LARGE / 10, 82)
shift_tenth = level(E_point, E_point + 2 * first_tenth,
                    R_LARGE / 10, ion) - E_point
factor_tenth = first_tenth / shift_tenth
power = log(shift / shift_tenth) / log(10)
assert abs(factor_tenth / factor_limit - 1) < 0.003
assert abs(power - 2 * g) < 0.03

# Difference between the two radii: point-based and finite-based first order
isotope = E_large - E_small
isotope_point = first_large - first_small
isotope_finite = expectation(finite, finite, dV_large - dV_small, ion)
assert abs(isotope_point / isotope / factor_limit - 1) < 0.02
assert abs(isotope_finite / isotope - 1) < 0.02

# Lighter nucleus with the same radius
E_light = level(1.01 * sommerfeld_1s(30), 0.99 * sommerfeld_1s(30), 0, light)
assert abs(E_light / sommerfeld_1s(30) - 1) < 1e-9
first_light = first_order_1s(R_LARGE, 30)
shift_light = level(E_light, E_light + 2 * first_light,
                    R_LARGE, light) - E_light
factor_light = first_light / shift_light
assert abs(factor_light / limit_factor(30) - 1) < 0.01

# 6s electron in the fixed screened potential
E6_point = level(*bracket_by_nodes(atom, 5), 0, atom)
point6 = orbital(E6_point, 0, atom)[0]
assert sign_changes(point6[0]) == 5
r_atom = quadrature(atom)[1]
dV6_large = size_potential(r_atom, R_LARGE, 82)
dV6_small = size_potential(r_atom, R_SMALL, 82)
first6 = expectation(point6, point6, dV6_large, atom)
first6_small = expectation(point6, point6, dV6_small, atom)
E6_large = level(E6_point, E6_point + 2 * first6, R_LARGE, atom)
E6_small = level(E6_point, E6_point + 2 * first6_small, R_SMALL, atom)
shift6, isotope6 = E6_large - E6_point, E6_large - E6_small
isotope6_point = first6 - first6_small
finite6 = orbital(E6_large, R_LARGE, atom)[0]
identity6 = (expectation(point6, finite6, dV6_large, atom)
             / expectation(point6, finite6, 1.0, atom))
assert abs(identity6 / shift6 - 1) < 1e-4
assert abs(first6 / shift6 / factor_limit - 1) < 0.02
assert abs(isotope6_point / isotope6 / factor_limit - 1) < 0.02

print("INPUT AND SMALL-RADIUS THEORY, Z = 82")
print(f"rms radii: {rms_large:.2e} and {rms_small:.2e} angstrom")
print(f"sphere radii: {R_LARGE * ANGSTROM:.4e} and "
      f"{R_SMALL * ANGSTROM:.4e} angstrom")
print(f"zeta = Z/c: {zeta:.5f}; gamma: {g:.5f}; 2 gamma: {2 * g:.5f}")
print(f"Q/P, regular point solution: {q_regular:.5f}")
print(f"Q/P, irregular point solution: {-(g + 1) / zeta:.5f}")
print(f"Q/P at surface, sphere: {surface_ratio(zeta, sphere):.5f}")
print(f"Q/P at surface, shell: {eta_shell:.5f}")
print(f"first-order coefficient K1: {K1:.5f}")
print(f"second-order coefficient K2: {K2:.5f}")
print(f"sum K1 + K2: {K1 + K2:.5f}")
print(f"full coefficient K: {K:.5f}")
print(f"limiting factor K1/K, sphere: {factor_limit:.4f}")
print(f"limiting factor K1/K, shell: {limit_factor(82, shell):.4f}")
for Z in (1, 10, 30, 50):
    print(f"limiting factor K1/K, sphere, Z = {Z}: {limit_factor(Z):.5f}")
print("ONE-ELECTRON LEAD ION, 1s")
print(f"point-nucleus energy: {E_point * EV:.3f} eV")
print(f"finite-nucleus energy, larger radius: {E_large * EV:.3f} eV")
print(f"direct finite-size shift: {shift * EV:.3f} eV = {shift:.5f} hartree")
print(f"first-order shift: {first_large * EV:.3f} eV = "
      f"{first_large:.5f} hartree")
print(f"first order / direct: {factor:.4f}")
print(f"overestimate: {100 * (factor - 1):.1f} percent")
print(f"shift from exact integral identity: {identity * EV:.3f} eV")
print(f"shift from leading small-radius formula: {leading * EV:.3f} eV")
for fraction in (0.1, 0.5, 1.0):
    radius = fraction * R_LARGE
    ratio = (np.sum(finite_inside(radius) ** 2)
             / np.sum(point_inside(radius) ** 2))
    print(f"density finite/point at r = {fraction:.1f} R: {ratio:.4f}")
print("DIFFERENCE BETWEEN THE TWO RADII, 1s")
print(f"direct: {isotope * EV:.4f} eV = {isotope:.6f} hartree")
print(f"first order, point orbital: {isotope_point * EV:.4f} eV")
print(f"first order, finite orbital: {isotope_finite * EV:.4f} eV")
print(f"point-based / direct: {isotope_point / isotope:.4f}")
print(f"finite-based / direct: {isotope_finite / isotope:.4f}")
print("RADIUS TEN TIMES SMALLER, 1s")
print(f"direct shift: {shift_tenth * EV:.4f} eV")
print(f"first-order shift: {first_tenth * EV:.4f} eV")
print(f"first order / direct: {factor_tenth:.4f}")
print(f"measured power of R in the shift: {power:.4f}")
print("Z = 30, SAME LARGER RADIUS, 1s")
print(f"direct shift: {shift_light * EV:.5f} eV")
print(f"first-order shift: {first_light * EV:.5f} eV")
print(f"first order / direct: {factor_light:.4f}")
print("6s IN FIXED SCREENED POTENTIAL, Z = 82")
print(f"screening length: {screen_angstrom:.2f} angstrom")
print(f"point-nucleus energy: {E6_point * EV:.4f} eV")
print(f"direct finite-size shift: {shift6 * EV:.4e} eV")
print(f"first-order shift: {first6 * EV:.4e} eV")
print(f"first order / direct: {first6 / shift6:.4f}")
print(f"two-radius difference, direct: {isotope6 * EV:.4e} eV")
print(f"two-radius difference, first order: {isotope6_point * EV:.4e} eV")
print(f"two-radius first order / direct: {isotope6_point / isotope6:.4f}")
print("verified")
```

It prints:

```
INPUT AND SMALL-RADIUS THEORY, Z = 82
rms radii: 5.50e-05 and 5.40e-05 angstrom
sphere radii: 7.1005e-05 and 6.9714e-05 angstrom
zeta = Z/c: 0.59838; gamma: 0.80121; 2 gamma: 1.60242
Q/P, regular point solution: -0.33221
Q/P, irregular point solution: -3.01013
Q/P at surface, sphere: -0.24900
Q/P at surface, shell: -0.20439
first-order coefficient K1: 0.17356
second-order coefficient K2: -0.06579
sum K1 + K2: 0.10777
full coefficient K: 0.13487
limiting factor K1/K, sphere: 1.2868
limiting factor K1/K, shell: 1.3060
limiting factor K1/K, sphere, Z = 1: 1.00003
limiting factor K1/K, sphere, Z = 10: 1.00272
limiting factor K1/K, sphere, Z = 30: 1.02563
limiting factor K1/K, sphere, Z = 50: 1.07844
ONE-ELECTRON LEAD ION, 1s
point-nucleus energy: -101581.345 eV
finite-nucleus energy, larger radius: -101514.060 eV
direct finite-size shift: 67.285 eV = 2.47267 hartree
first-order shift: 87.483 eV = 3.21495 hartree
first order / direct: 1.3002
overestimate: 30.0 percent
shift from exact integral identity: 67.285 eV
shift from leading small-radius formula: 68.532 eV
density finite/point at r = 0.1 R: 0.4065
density finite/point at r = 0.5 R: 0.7448
density finite/point at r = 1.0 R: 0.8882
DIFFERENCE BETWEEN THE TWO RADII, 1s
direct: 1.9276 eV = 0.070838 hartree
first order, point orbital: 2.5224 eV
first order, finite orbital: 1.9223 eV
point-based / direct: 1.3086
finite-based / direct: 0.9973
RADIUS TEN TIMES SMALLER, 1s
direct shift: 1.7088 eV
first-order shift: 2.2011 eV
first order / direct: 1.2881
measured power of R in the shift: 1.5952
Z = 30, SAME LARGER RADIUS, 1s
direct shift: 0.21390 eV
first-order shift: 0.21981 eV
first order / direct: 1.0276
6s IN FIXED SCREENED POTENTIAL, Z = 82
screening length: 0.20 angstrom
point-nucleus energy: -27.0317 eV
direct finite-size shift: 2.3185e-02 eV
first-order shift: 3.0191e-02 eV
first order / direct: 1.3022
two-radius difference, direct: 6.6310e-04 eV
two-radius difference, first order: 8.6992e-04 eV
two-radius first order / direct: 1.3119
verified
```
